# Shortest-path ring statistics in periodic cells with bond translations

## What translation symmetry fixes

A periodic network looks the same from every cell. The number of bonds between two atoms can therefore depend on their cells only through the difference of the two cell indices. Let $(u,T)$ denote atom $u$ of the cell with integer index $T=(T_1,T_2,T_3)$, and let $d$ be the smallest number of bonds joining two such places in the infinite network. Then

$$d[(u,T),(v,S)]=d[(u,0),(v,S-T)]\equiv d_u(v,S-T).$$

One distance table per atom of the home cell thus describes the infinite network, and a distance without a translation argument is incomplete.

The same symmetry fixes the count. Rings that differ by a lattice translation are one ring per cell. A finite ring cannot be mapped onto itself by a nonzero translation, since repeating the translation would generate infinitely many members. For each of the $L$ members of a ring, exactly one translated copy therefore has that member in the home cell. This gives $L$ starting points per ring, and from each the ring can be walked in two directions. If $W_L$ is the number of directed ring walks starting in the home cell,

$$N_L=\frac{W_L}{2L}$$

is the number of rings per cell. This also holds when a ring visits several images of the same atom.

A shortest-path ring is a closed loop of $L\ge3$ distinct places in which two members $k$ steps apart along the loop satisfy

$$d=\min(k,L-k).$$

No path through the network, inside or outside the loop, may shorten the way between two members. Other ring definitions can give other statistics.

## Bonds with translations

Each bond is stored in both directions, as $(u,v,t)$ and $(v,u,-t)$: atom $u$ in cell $0$ is bonded to atom $v$ in cell $t$. A walk starts with $T=0$ and adds $t$ at every step. It closes in the infinite network if it returns to its first atom and

$$\sum_{\text{steps}}t=0 .$$

If the atom agrees but the sum is nonzero, the walk has reached another image and wraps the cell.

All images within the bond cutoff $R$ must be listed, since two atoms of a small cell may be joined by several bonds with different $t$. Let $h_i$ be the height of the cell along the normal to the face spanned by the other two edges, and $f_u$ the fractional position of atom $u$ in $[0,1)$. A bond vector shorter than $R$ obeys $|f_{v,i}-f_{u,i}+t_i|<R/h_i$. Because $|f_{v,i}-f_{u,i}|<1$, all bonds have $|t_i|<R/h_i+1$, which bounds the image search.

The choice of home image is arbitrary. If the new home image of atom $u$ is the old place $(u,s_u)$, an old place $(u,T)$ becomes $(u,T-s_u)$. The bond from $(u,0)$ to $(v,t)$ then runs from $(u,-s_u)$ to $(v,t-s_v)$, so its new label is

$$t'=t+s_u-s_v .$$

Around a closed walk each $s$ enters once with each sign and the sum is unchanged. A random relabelling of the eight-atom diamond cell left the counts up to size 8 unchanged. In a simulation, an atom wrapped back into the cell must have its labels changed by this rule, or the bonds rebuilt.

## The search

```
input: bonds[u] = list of (v,t), largest size Lmax
for each home atom u:
    table[u] = breadth-first distances from (u,0)
               over places (v,T), to depth floor(Lmax/2)

for L = 3 ... Lmax:
    W = 0
    for each home atom u:
        W += extend([(u,0)], L)
    require W divisible by 2L
    N[L] = W/(2L)

extend(path, L):
    k = length(path);  (u,T) = last(path)
    if k == L:
        return 1 if a bond leads from (u,T) to path[0]
               with the same atom and the same cell, else 0
    total = 0
    for (v,t) in bonds[u]:
        new = (v,T+t)
        if for every j = 0 ... k-1, with path[j] = (w,S):
              table[w](v,T+t-S) == min(k-j, L-k+j):
            total += extend(path + [new], L)
    return total
```

A place missing from a table is farther away than its depth and fails the comparison. The required distance never exceeds $\lfloor L/2\rfloor$, so the tables are deep enough. Equality with a positive distance also excludes repeated places. For the last atom, the comparison with the first place demands distance 1, so the final closure test is already implied; it is kept because it states the zero-translation condition openly.

## Why a filter applied afterwards fails

Folding the network means forgetting the translations and keeping only the atoms of one cell. The folded distance is

$$D(u,v)=\min_T d_u(v,T),$$

which can be smaller than the distance between the two images that belong to a ring. A search that uses $D$ and then discards wrapping loops has two faults: it finds false rings, which the filter removes, and it rejects true rings, which the filter cannot restore.

The eight-atom diamond cell shows both. Its atoms form two sublattices of four, and each atom is bonded to all four atoms of the other sublattice. Folded opposite-sublattice atoms are therefore at distance 1. Opposite members of a six-ring are three bonds apart in the infinite network and lie on opposite sublattices, so the folded search rejects every six-ring. It reports 36 four-rings and no six-rings; after filtering, nothing is left.

One could instead list all simple loops of the folded graph and keep those with zero translation. Here 96 six-loops reduce to 16, the right number. The recipe is not general. In the two-atom primitive cell a six-ring visits each atom in three images, so it is not a simple loop of the folded graph. The labelled search finds 4 six-rings in that cell, which is again 2 per atom.

## When an unlabelled search is safe

Let $w$ be the number of bonds in the shortest wrapping loop,

$$w=\min_{u,\;T\ne0}d_u(u,T),$$

and let $w\ge3$. Then no atom is bonded to its own image, and no two atoms share two bonds, since either would give a wrapping walk of length 1 or 2. The folded network is an ordinary graph.

Take a true ring with $L\le w$ and two members $p,q$ at distance $k\le L/2$. Suppose folding created a shorter path of length $m<k$. Followed from $p$ in the infinite network, it must end at a different image $q'$ of $q$, or $d(p,q)$ would be less than $k$. Going from $q'$ to $p$ to $q$ takes

$$m+k\le 2k-1\le L-1<w$$

bonds and joins two images of one atom, which contradicts the definition of $w$. Distances within the ring therefore survive folding. Its members also remain distinct, since two images of one atom are at least $w>L/2$ bonds apart.

Conversely, take a folded shortest-path ring with $L<w$. Its translation sum is zero, because it is too short to wrap, so it lifts to a closed loop. Lifted distances cannot be smaller than folded ones, nor larger than the way along the loop. Both bounds equal $\min(k,L-k)$, so the lifted loop is a true ring. The unlabelled count is exact for $L<w$.

At $L=w$ it must fail. If a shortest wrapping loop repeated an atom, it would split into two shorter closed walks whose translations add to a nonzero vector; one of them would wrap, which is impossible. Now suppose two members separated by $k$ and $w-k$ steps had a folded shortcut of length $m<\min(k,w-k)$. It would split the loop into closed walks of lengths $m+k$ and $m+w-k$, both below $w$. The shortcut is traversed in opposite directions, so its translation cancels and the two sums again add to a nonzero vector. One walk would wrap and be shorter than $w$, a contradiction. Hence every shortest wrapping loop appears as a false ring, and

$$N^{\rm unlabelled}_w-N_w=\text{number of shortest wrapping loops}.$$

For $L>w$ true rings may be lost as well, so the difference of the counts no longer equals the number of false rings.

## Diamond solved by hand

Let the cubic edge be the unit of length and take the bond vectors from the first sublattice,

$$e_1=\tfrac14(1,1,1),\quad e_2=\tfrac14(1,-1,-1),$$
$$e_3=\tfrac14(-1,1,-1),\quad e_4=\tfrac14(-1,-1,1).$$

Steps from the first sublattice are $+e_i$ and steps from the second are $-e_i$, so signs alternate. With the origin on the first sublattice, every site is $r=\sum_i n_ie_i$ with $\sum_i n_i=0$ on the first sublattice and $1$ on the second. The only linear relation is $\sum_i e_i=0$, and adding it changes $\sum_i n_i$ by 4, so the $n_i$ are unique.

Each step changes one $n_i$ by one, so at least $\sum_i|n_i|$ steps are needed. That many suffice: the required plus and minus steps are equal in number, or there is one more plus, so they can be taken alternately, starting with plus. Hence

$$d=\sum_i|n_i| .$$

Breadth-first distances out to six bonds agree with this law.

The network has two sublattices, so $L=2h$ is even. In a shortest-path ring every run of $h$ consecutive steps must span distance $h$. Such a run cannot contain both $+e_i$ and $-e_i$, because they would cancel and leave a distance of at most $h-2$. The loop closes, so every $+e_i$ has a matching $-e_i$, and the two must be exactly $h$ steps apart. A second $+e_i$ would need the same partner at the same separation, which is impossible. Each direction in use therefore occurs once in each half of the ring, and $h\le4$.

Steps $h$ apart must have opposite signs while signs alternate, so $h$ is odd. The value $h=1$ only retraces a bond, which leaves $h=3$. Conversely, for three different directions the sequence

$$+e_i,\,-e_j,\,+e_k,\,-e_i,\,+e_j,\,-e_k$$

closes, and no run of three steps contains a cancellation. Diamond has shortest-path rings of size 6 and no other size.

There are $4\cdot3\cdot2=24$ directed sequences from an atom, hence 12 rings through it. The eight-atom cell has $12\cdot8/6=16$ rings. The labelled search up to size 12 returns these 16 and nothing else.

## Where the 36 four-rings come from

For an integer translation $T=(x,y,z)$ of the cubic cell, $n_i=4e_i\cdot T$ gives

$$n=(x+y+z,\;x-y-z,\;-x+y-z,\;-x-y+z).$$

All four entries have the same parity and add to zero. If they are odd, none vanishes and $\sum_i|n_i|\ge4$. If they are even and not all zero, at least two are nonzero with magnitude at least 2, and again $\sum_i|n_i|\ge4$. Equality occurs for two entries $+1$ and two $-1$, which are the 6 translations of type $\langle100\rangle$, and for one $+2$ and one $-2$, which are the 12 of type $\langle110\rangle$.

In an $m\times m\times m$ supercell these vectors are multiplied by $m$, so $w=4m$. For a $\langle100\rangle$ translation the $2m$ plus steps contain two directions $m$ times each, and so do the minus steps. This gives $\binom{2m}{m}^2$ shortest walks. For $\langle110\rangle$ there is one. With $8m^3$ starting atoms and $2\cdot4m$ walks per loop,

$$N_{\rm false}(4m)=\frac{8m^3\left[6\binom{2m}{m}^2+12\right]}{8m}
=m^2\left[6\binom{2m}{m}^2+12\right].$$

For $m=1$ this is $24+12=36$. For $m=2$ it is $4(6\cdot36+12)=912$. Direct enumeration of the folded graphs gives both numbers. The 64-atom cell is thus large enough for an unlabelled count of its 128 six-rings, but not for its eight-rings: all 912 are false.

The labels must not remove true four-rings. The simple cubic network in a one-atom cell is a severe case, because every bond joins the atom to its own image. The cancellation argument holds there with three directions and free signs. For $h=2$ there are $6\cdot4=24$ directed walks, or $24/8=3$ four-rings per atom; for $h=3$ there are $6\cdot4\cdot2=48$, or $48/12=4$ six-rings. The search returns 3 and 4.

## A disordered cell

The example uses a diamond network with cubic edge 0.54 nm and bond cutoff 0.30 nm. In the 64-atom cell, 12 random switches replace bonds $ab$ and $cd$ of a chain $a$–$b$–$c$–$d$ by $bd$ and $ac$. Taking $b$ as origin, with the other atoms in cells $T_a,T_c,T_d$, the new labels are $T_d$ for $b\to d$ and $T_a-T_c$ for $c\to a$. Every atom keeps four bonds. Positions are not relaxed, so this is a test of ring counting and not a structural model of an amorphous solid.

| Ring size | Unlabelled, 64 atoms | Labelled, 64 atoms | Unlabelled, 512 atoms |
|---|---:|---:|---:|
| 4 | 1 | 1 | 8 |
| 5 | 19 | 16 | 128 |
| 6 | 67 | 50 | 400 |
| 7 | 148 | 58 | 464 |
| 8 | 104 | 7 | 56 |

The last column comes from a $2\times2\times2$ replica of the same disordered cell, searched without labels by a separate enumeration. Its wrap length is 10, so it is exact for the sizes shown, and each entry is eight times the labelled count.

The wrap length of the 64-atom cell has fallen from 8 to 5. A switch directly joins atoms that were two bonds apart, which can shorten a wrapping loop. The safe size must therefore be computed for the actual network and not taken from the parent crystal. At size 5 the excess $19-16=3$ is the number of shortest wrapping loops. The true four-ring is retained.

The replica repeats one disordered cell eight times. It checks the counting, not whether 64 atoms represent an amorphous material. Labels remove false rings, but not the correlations that periodicity imposes on the structure.

## Cost and numerical stability

For $N$ atoms and $B$ places within $\lfloor L_{\max}/2\rfloor$ bonds, the tables need memory proportional to $NB$. With coordination $z$, the first $h=\lfloor L/2\rfloor$ steps produce at most $z(z-1)^{h-1}$ paths per atom: 108 for $z=4$, $L=8$, and 972 for $L=12$. In the second half the distances to early members must decrease, which prunes the paths further. Each trial step needs at most $L-1$ table lookups. At fixed $L_{\max}$ and bounded coordination the cost is linear in $N$; the bound on the number of paths grows exponentially with $L_{\max}$.

After the bonds are chosen, all operations use integers and there is no rounding error. A remainder in $W_L/(2L)$ reveals an inconsistency, such as a bond stored in one direction only, though a zero remainder does not prove the bond list correct. The sensitive decision is the cutoff.

## Errors of the bond list

In the 64-atom crystal each of the 128 bonds belongs to $128\cdot6/128=6$ six-rings. Missing one bond lowers the count from 128 to 122, with no new ring up to size 8. A spurious bond between second neighbours creates one triangle with their common neighbour. Each atom has 12 six-rings and 6 pairs of bonds, so two six-rings pass through this pair of bonds. The spurious bond shortens them to five-rings, and the search gives 1 three-ring, 2 five-rings and 126 six-rings.

To see how such errors depend on the size of the vibrations, let each atom vibrate independently in a harmonic site of stiffness $K=70$ N/m with mass $M=28$ u. With $\omega=\sqrt{K/M}$, the variance per axis is

$$\sigma^2=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

It exceeds the classical $k_BT/K$ by 8% at 300 K and 0.3% at 1500 K. The separation of two atoms has spread $s=\sqrt2\,\sigma$ per axis about a mean vector of length $\ell$. Integrating the Gaussian over directions gives the density of the distance $r$,

$$p(r)=\frac{r}{\ell s\sqrt{2\pi}}\left[e^{-(r-\ell)^2/2s^2}-e^{-(r+\ell)^2/2s^2}\right].$$

Write $r=(r-\ell)+\ell$ in the first term and $r=(r+\ell)-\ell$ in the second, and integrate from 0 to $R$. The terms in $e^{-\ell^2/2s^2}$ cancel, leaving

$$P(r<R)=\Phi\!\left(\frac{R-\ell}{s}\right)-\Phi\!\left(-\frac{R+\ell}{s}\right)$$
$$\qquad-\frac{s}{\ell\sqrt{2\pi}}\left[e^{-(R-\ell)^2/2s^2}-e^{-(R+\ell)^2/2s^2}\right],$$

where $\Phi$ is the normal cumulative distribution.

At 1500 K, $\sigma=0.0172$ nm and $s=0.0244$ nm. The cutoff lies $0.3000-0.2338=0.0662$ nm above the bond length, or $2.7s$, and $0.3818-0.3000=0.0818$ nm below the second-neighbour distance, or $3.4s$. The 128 bonds and 384 second-neighbour pairs give 0.56 missed and 0.12 spurious bonds per snapshot. Sampling 4000 snapshots gives 0.56 and 0.11. To first order in the number of errors, the six-ring count falls by $0.56\cdot6+0.12\cdot2\approx3.6$, about 3% of 128. At 300 K the expected numbers are $4\times10^{-7}$ and $7\times10^{-11}$, negligible within this model.

The edge, stiffness and mass are rough values in the regime of silicon, and 1500 K is a hot solid below its melting point. Independent motion is an assumption that real crystals violate: bonded atoms move partly together. If their displacements had a correlation of 0.3 along every axis, an illustrative value, $s$ would shrink by $\sqrt{0.7}$ to 0.0204 nm, and the formula would give about 0.1 missed bonds instead of 0.56. In silicon the bonds are much stiffer against stretching than this model assumes. A harmonic Keating model with stretching and bending constants of 48.5 and 13.8 N/m gives a spread along the bond of about 0.011 nm at 1500 K. The cutoff then lies about six spreads above the bond length, and the expected numbers per snapshot drop to the order of $10^{-7}$ missed and $10^{-5}$ spurious bonds, before anharmonic effects. The second number is far less certain than the first, because it depends on bond bending, and these constants make the zone-boundary transverse acoustic mode too stiff: 7.8 THz at X against a measured value near 4.5 THz. A bending constant of 4.6 N/m reproduces that frequency, at the price of shear elastic constants that are too soft. It changes the spread along the bond only to 0.0115 nm, but gives about $5\times10^{-6}$ missed and 0.04 spurious bonds. With either constant spurious bonds outnumber missed ones, the reverse of the independent-site model. The value 0.56 therefore illustrates how sensitive the count is to the spread; it is not an error rate for silicon. In an amorphous network the neighbour distances are themselves distributed, so the count should be repeated over a range of cutoffs. Where thermal errors matter, relaxing each snapshot before assigning bonds removes the vibrational part, provided the relaxation does not change the network. The main values of the independent-site model are collected in the numerical output.

## Calculated quantities

```
cubic lattice parameter: 0.54 nm; bond cutoff: 0.30 nm
first, second neighbour distance: 0.2338, 0.3818 nm
Ring lists below are size:count per cell
diamond, 8 atoms, unlabelled: 3:0, 4:36, 5:0, 6:0, 7:0, 8:0
diamond, 8 atoms, labelled: 3:0, 4:0, 5:0, 6:16, 7:0, 8:0, 9:0, 10:0, 11:0, 12:0
false four-rings along <100>, <110>: 24 12
six-loops of folded 8-atom graph, all: 96
six-loops of folded 8-atom graph, zero translation: 16
diamond, 2 atoms, labelled: 3:0, 4:0, 5:0, 6:4, 7:0, 8:0
diamond, 64 atoms, unlabelled: 3:0, 4:0, 5:0, 6:128, 7:0, 8:912
diamond, 64 atoms, labelled: 3:0, 4:0, 5:0, 6:128, 7:0, 8:0
wrap length, 8 and 64 atoms: 4 8 bonds
false rings predicted at wrap length, 8 and 64 atoms: 36 912
six-rings through each diamond atom: 12
simple cubic, 1 atom, labelled: 3:0, 4:3, 5:0, 6:4, 7:0, 8:0
bond switches in disordered 64-atom network: 12
wrap length, disordered 64-atom cell: 5 bonds
wrap length, its 512-atom replica: 10 bonds
disordered, 64 atoms, unlabelled: 3:0, 4:1, 5:19, 6:67, 7:148, 8:104
disordered, 64 atoms, labelled: 3:0, 4:1, 5:16, 6:50, 7:58, 8:7
disordered, 512 atoms, unlabelled: 3:0, 4:8, 5:128, 6:400, 7:464, 8:56
64-atom diamond, one bond missed, labelled: 3:0, 4:0, 5:0, 6:122, 7:0, 8:0
64-atom diamond, one spurious bond, labelled: 3:1, 4:0, 5:2, 6:126, 7:0, 8:0
site stiffness: 70 N/m; mass: 28 u
300 K: rms displacement per axis 0.0080 nm
300 K: quantum/classical variance 1.080
300 K: missed bonds per 64-atom snapshot 3.98e-07
300 K: spurious bonds per 64-atom snapshot 6.80e-11
1500 K: rms displacement per axis 0.0172 nm
1500 K: quantum/classical variance 1.003
1500 K: missed bonds per 64-atom snapshot 5.56e-01
1500 K: spurious bonds per 64-atom snapshot 1.16e-01
1500 K sampled missed bonds per snapshot: 0.562
1500 K sampled spurious bonds per snapshot: 0.112
random snapshots: 4000
```
